\section*{P–SV scattering at a welded interface, with a normal-flux check}

\section{Scattering of P and SV waves at a welded interface}

\subsection{Normal incidence}

Let two elastic half-spaces meet at $z=0$, medium 1 in $z<0$ and medium 2 in $z>0$. A longitudinal (P) wave of unit displacement travels towards $+z$ at normal incidence. We count each displacement positive along its own direction of travel, so a reflected wave of amplitude $r$ displaces the interface by $-r$. Welding makes displacement and normal stress continuous. With impedances $Z_j=\rho_jc_{Lj}$,
\begin{equation}
1-r=t,\qquad Z_1(1+r)=Z_2t .
\end{equation}
The stress of the reflected wave has a plus sign because both displacement and direction of travel are reversed. Putting $t=1-r$ in the second equation gives
\begin{equation}
r=\frac{Z_2-Z_1}{Z_1+Z_2},\qquad t=\frac{2Z_1}{Z_1+Z_2}.
\end{equation}
The energy flux of each wave is proportional to $Z|a|^2$, and
\begin{equation}
r^2+\frac{Z_2}{Z_1}t^2=\frac{(Z_2-Z_1)^2+4Z_1Z_2}{(Z_1+Z_2)^2}=1 .
\end{equation}
At oblique incidence P and shear-vertical (SV) waves mix, there are four unknowns, and some outgoing waves may be evanescent. They are needed to satisfy the boundary equations, yet they add nothing to the flux sum.

\subsection{Waves and tractions}

Both media are homogeneous, isotropic, linear and lossless. Motion lies in the $xz$ plane. All fields are real parts of amplitudes times
\begin{equation}
\exp[i\omega(px+sqz-t)],\qquad q=\sqrt{1/c^2-p^2},\quad s=\pm1 .
\end{equation}
Continuity at every $x$ requires one horizontal slowness, $p=\sin\theta/c_i$, for all waves; this is Snell's law. The speed $c$ is $c_L$ for P and $c_T$ for SV. Reflected waves have $s=-1$, incident and transmitted waves $s=+1$.

For $p>1/c$ we take $q=+i\kappa$, $\kappa>0$. A transmitted wave then varies as $e^{-\omega\kappa z}$ and a reflected one as $e^{+\omega\kappa z}$, so both decay away from the interface. Weak absorption gives the same rule. Replacing $c$ by $c(1-i\epsilon)$ adds a small positive imaginary part $\eta$ to $q^2$. The root with $\operatorname{Im}q>0$ is $q_0+i\eta/(2q_0)$ for a propagating wave and $i\kappa+\eta/(2\kappa)$ for an evanescent one, so one condition selects both.

The slowness vector is $\mathbf k=(p,sq)$, and the equation of motion reads
\begin{equation}
(\lambda+\mu)\mathbf k(\mathbf k\cdot\mathbf d)+\mu(\mathbf k\cdot\mathbf k)\mathbf d=\rho\,\mathbf d .
\end{equation}
It is solved by $\mathbf d\parallel\mathbf k$ with $\mathbf k\cdot\mathbf k=\rho/(\lambda+2\mu)=1/c_L^2$, and by $\mathbf d\cdot\mathbf k=0$ with $\mathbf k\cdot\mathbf k=\rho/\mu=1/c_T^2$. These are algebraic identities and hold for complex $q$. We choose
\begin{equation}
\mathbf d_P=c_L(p,sq_L),\qquad \mathbf d_S=c_T(sq_T,-p).
\end{equation}
Here $\mathbf d\cdot\mathbf d=1$ without conjugation; an evanescent $\mathbf d$ has a length greater than one.

Write the stress on a horizontal plane as $i\omega\boldsymbol\tau$. In Hooke's law $\partial_x\to i\omega p$ and $\partial_z\to i\omega sq$, so
\begin{equation}
\tau_{xz}=\mu(sq\,d_x+p\,d_z),\quad
\tau_{zz}=\lambda(p\,d_x+sq\,d_z)+2\mu sq\,d_z .
\end{equation}
For P, $\tau_{xz}=2\mu c_Lpsq_L$. Since $\lambda=\rho c_L^2-2\mu$,
\begin{equation}
\frac{\tau_{zz}}{c_L}=\frac{\lambda}{c_L^2}+2\mu\Bigl(\frac1{c_L^2}-p^2\Bigr)=\rho-2\mu p^2\equiv g .
\end{equation}
For SV, $\tau_{xz}=c_T\mu(q_T^2-p^2)=c_T\mu(1/c_T^2-2p^2)=c_Tg$. The $\lambda$ term vanishes because the wave has no dilatation. Thus
\begin{equation}
\boldsymbol\tau_P=c_L(2\mu psq_L,\;g),\qquad
\boldsymbol\tau_S=c_T(g,\;-2\mu psq_T).
\end{equation}

\subsection{The four equations}

Collect displacement and traction in $\mathbf w=(d_x,d_z,\tau_{xz}/Z_0,\tau_{zz}/Z_0)$. The constant $Z_0$ scales the last two rows and does not alter the solution. Continuity is
\begin{equation}
r_P\mathbf w_{P1}^-+r_S\mathbf w_{S1}^--t_P\mathbf w_{P2}^+-t_S\mathbf w_{S2}^+=-\mathbf w_{\rm inc},
\label{eq:four}
\end{equation}
where the superscript is the sign $s$. The columns, with $Z_0=1$, are
\begin{align}
r_P:&\; c_{L1}(p,-q_{L1},-2\mu_1pq_{L1},g_1),\nonumber\\
r_S:&\; c_{T1}(-q_{T1},-p,g_1,2\mu_1pq_{T1}),\nonumber\\
t_P:&\; -c_{L2}(p,q_{L2},2\mu_2pq_{L2},g_2),\nonumber\\
t_S:&\; -c_{T2}(q_{T2},-p,g_2,-2\mu_2pq_{T2}).
\end{align}
For SV incidence the right side is $-c_{T1}(q_{T1},-p,g_1,-2\mu_1pq_{T1})$; for P incidence it is $-c_{L1}(p,q_{L1},2\mu_1pq_{L1},g_1)$. The algorithm computes the slownesses, fills these columns and solves once. No $\omega$ appears: an ideal weld between half-spaces has no length scale.

\subsection{Normal energy flux}

The time-averaged flux towards $+z$ is $F=-\frac12\operatorname{Re}\sum_j\sigma_{jz}v_j^*$. With $\boldsymbol\sigma=i\omega\boldsymbol\tau$ and $\mathbf v=-i\omega\mathbf d$, the product $\boldsymbol\sigma\cdot\mathbf v^*$ equals $-\omega^2\boldsymbol\tau\cdot\mathbf d^*$, hence
\begin{equation}
F=\tfrac12\omega^2\operatorname{Re}(\boldsymbol\tau\cdot\mathbf d^*)=\tfrac14\omega^2J(\mathbf w,\mathbf w),
\end{equation}
where, with unscaled tractions,
\begin{equation}
J_{ab}=\boldsymbol\tau_a\cdot\mathbf d_b^*+\boldsymbol\tau_b^*\cdot\mathbf d_a .
\end{equation}
The off-diagonal $J_{ab}$ describe interference. For P with sign $s$ and SV with sign $s'$ in one medium,
\begin{equation}
\frac{J_{PS}}{c_Lc_T}=2\mu pss'q_Lq_T^*-gp+gp-2\mu pss'q_Lq_T^*=0 .
\end{equation}
For two P waves,
\begin{align}
\frac{J_{ab}}{c^2}&=2\mu p^2s_aq+gs_bq^*+2\mu p^2s_bq^*+gs_aq\nonumber\\
&=\rho(s_aq+s_bq^*),
\label{eq:J}
\end{align}
because $2\mu p^2+g=\rho$. For two SV waves the same four terms appear in another order.

Equation (\ref{eq:J}) covers three cases. A single propagating wave has $J=2s\rho c^2q$. Oppositely directed propagating waves of one type have $J=0$, so incident and reflected waves do not interfere in the normal flux. A single evanescent wave has $J\propto i\kappa-i\kappa=0$: its traction and velocity are a quarter period out of step in the required sum.

Only the squared terms of propagating waves survive. For unit incident amplitude the flux is
\begin{align}
F_1&=\tfrac12\omega^2\Bigl[\rho_ic_i^2q_i-\sum_{\rm refl}\rho c^2\operatorname{Re}(q)|a|^2\Bigr],\\
F_2&=\tfrac12\omega^2\sum_{\rm trans}\rho c^2\operatorname{Re}(q)|a|^2 .
\end{align}
Equation (\ref{eq:four}) makes $\mathbf d$ and $\boldsymbol\tau$ continuous, so $F_1=F_2$ and
\begin{equation}
E_m=\frac{\rho_mc_m^2\operatorname{Re}(q_m)|a_m|^2}{\rho_ic_i^2q_i},\qquad \sum_{m=1}^4E_m=1 .
\label{eq:sum}
\end{equation}

In a layer of finite thickness, decaying and growing evanescent waves coexist. With amplitudes $a$ and $b$, (\ref{eq:J}) gives $J_{ab}=2i\kappa\rho c^2$ and a net flux $-\omega^2\rho c^2\kappa\operatorname{Im}(ab^*)$. Energy can then tunnel, and one may not discard evanescent interference.

\subsection{Solvability and the error that the sum sees}

Suppose (\ref{eq:four}) had a nonzero solution without an incident wave. Flux balance would force every propagating outgoing amplitude to vanish. If $p<1/c_{L1}$, both reflected waves propagate, so the field at the interface is zero. The transmitted displacements must then cancel, which requires $p^2+q_{L2}q_{T2}=0$. This is impossible: for two evanescent waves $\kappa_L\kappa_T<p^2$, for two real roots the sum is positive, and in the mixed case its real part is $p^2>0$. The matrix is therefore regular for P incidence below grazing, and for SV incidence below the critical angle of reflected P. Beyond that angle this argument leaves open an exceptional solution made of evanescent waves, so the condition number should be monitored. Over both incident types, both directions and 90 angles from $0.5^\circ$ to $89.5^\circ$, the example below gave a largest value of 45.8 with $Z_0=10^7\,\mathrm{kg\,m^{-2}s^{-1}}$.

Let a computed solution leave a residual $\mathbf e=\mathbf w_1-\mathbf w_2$, the jump between the two total fields. Inserting $\mathbf w_1=\mathbf w_2+\mathbf e$ in $J(\mathbf w_1,\mathbf w_1)-J(\mathbf w_2,\mathbf w_2)$ gives
\begin{equation}
1-\sum_mE_m=\frac{2\operatorname{Re}J(\mathbf e,\mathbf w_2)+J(\mathbf e,\mathbf e)}{2\rho_ic_i^2q_i}.
\label{eq:defect}
\end{equation}
The energy defect measures one projection of the residual. It detects an inconsistent traction or a bad linear solve if that projection is nonzero. It cannot detect a wrong evanescent root, because (\ref{eq:J}) gives zero self-flux for either sign of $\kappa$.

If just one outgoing root is imaginary, reversing its sign conjugates its column, while the other columns and the right side are real. The amplitudes become complex conjugates and every share is unchanged. If two roots are imaginary, reversing one is no longer a conjugation, and the shares can change while their sum stays one. The decay condition must therefore be enforced separately.

A relative error in a wave speed changes the corresponding $q$ most strongly, in relative terms, near the critical angle of that wave. Differentiating $q^2=1/c^2-p^2$ at fixed $p$ gives
\begin{equation}
\frac{\delta q}{q}=-\frac{1}{c^2q^2}\,\frac{\delta c}{c}.
\label{eq:sensitivity}
\end{equation}
The factor diverges as $q\to0$, where this linear estimate ceases to apply.

\subsection{Example: from aluminium into silicon}

An SV wave of frequency 0.2 THz and amplitude 1 pm goes from aluminium into silicon. Rough typical values are used. For Al, $\rho=2700\,\mathrm{kg/m^3}$, $c_L=6400$ and $c_T=3100$ m/s. For Si, $\rho=2330\,\mathrm{kg/m^3}$, $c_L=8959.9$ and $c_T=5353.9$ m/s, from an isotropic (Hill) average of cubic stiffnesses 166, 64 and 80 GPa. The extra digits serve to reproduce the arithmetic.

At $25^\circ$, $p=0.42262/3100=136.33\,\mu\mathrm{s/m}$. For P in silicon $1/c_L=111.61\,\mu\mathrm{s/m}$, so
\begin{equation}
\kappa=\sqrt{136.33^2-111.61^2}=78.29\,\mu\mathrm{s/m}.
\end{equation}
The transmitted P amplitude decays over $1/(\omega\kappa)=10.2$ nm. The other outgoing waves propagate. The numerical output lists the matrix; its solution is
\begin{align}
r_P&=-0.2672-0.2782i, & r_S&=-0.1280+0.2708i,\nonumber\\
t_P&=0.1997-0.4906i, & t_S&=0.7975+0.1626i .
\end{align}
The flux weights $\rho c^2q$, in $10^6\,\mathrm{kg\,m^{-2}s^{-1}}$, are 7.586 for the incident wave, 8.443 for reflected P and 8.527 for transmitted SV. Hence
\begin{align}
E_{rP}&=\frac{8.443}{7.586}(0.3857)^2=0.1656,\nonumber\\
E_{rS}&=(0.2995)^2=0.0897,\nonumber\\
E_{tS}&=\frac{8.527}{7.586}(0.8139)^2=0.7447,
\end{align}
and $E_{tP}=0$. The sum is one. The incident normal flux is $\frac12\omega^2(1\,\mathrm{pm})^2(7.586\times10^6)=5.99\times10^6\,\mathrm{W/m^2}$, or $599\,\mathrm{W/cm^2}$, of which $446\,\mathrm{W/cm^2}$ is transmitted.

The evanescent wave is not weak: $|t_P|=0.53$. Using $|q|$ in place of $\operatorname{Re}q$ would assign it a false share of 0.54 and raise the sum to 1.54.

\begin{center}
\begin{tabular}{crrrr}
angle & $E_{rP}$ & $E_{rS}$ & $E_{tP}$ & $E_{tS}$\\
$10^\circ$ & 0.009 & 0.017 & 0.035 & 0.939\\
$25^\circ$ & 0.166 & 0.090 & 0 & 0.745\\
$32^\circ$ & 0 & 0.241 & 0 & 0.759\\
$50^\circ$ & 0 & 1 & 0 & 0
\end{tabular}
\end{center}
The critical angles are $20.2^\circ$ for transmitted P, $29.0^\circ$ for reflected P and $35.4^\circ$ for transmitted SV. The rows thus have zero, one, two and three evanescent outgoing waves. In the last row no transmitted wave propagates, and reflection is total.

Reversing the transmitted P root at $32^\circ$ changes $E_{rS}$ from 0.241 to 0.132 and $E_{tS}$ from 0.759 to 0.868. Their sum remains one. At $25^\circ$ the same error leaves the shares unchanged but reverses the phase of $t_S$, from $+11.5^\circ$ to $-11.5^\circ$.

By (\ref{eq:sensitivity}), a 1\% increase of silicon's $c_L$ at $25^\circ$ raises $\kappa$ by about 2\%, since $1/(c_L\kappa)^2=1/0.7014^2=2.03$. Errors of the material constants far exceed the linear-solve residual of $3.9\times10^{-16}$.

\subsection{Independent numerical tests}

The stiffnesses give a second route to the solution. Let a prime denote $(i\omega)^{-1}d/dz$. Hooke's law and the equation of motion give
\begin{align}
d_x'&=\tau_{xz}/C_{44}-pd_z,\nonumber\\
d_z'&=(\tau_{zz}-C_{12}pd_x)/C_{11},\nonumber\\
\tau_{xz}'&=\rho d_x-p(C_{11}pd_x+C_{12}d_z'),\nonumber\\
\tau_{zz}'&=\rho d_z-p\tau_{xz}.
\label{eq:system}
\end{align}
The eigenvalues of this system are the vertical slownesses. Outgoing modes were selected by the sign of their flux or by decay, without the polarization formulas. At 12 angles from $3.3^\circ$ to $83.6^\circ$, for both types and directions, all shares agreed with (\ref{eq:sum}) within $2.0\times10^{-14}$.

A second test built real displacement fields at the four tabulated angles, differentiated them numerically and averaged stress times velocity over a period. Depths of 3 and 0.1 nm in Al and 0.1 and 5 nm in Si were used. The flux differed from the share formula by at most $3.4\times10^{-9}$ of the incident flux. Central differences with a phase step $\epsilon=10^{-4}$ have relative error $\epsilon^2/6=1.7\times10^{-9}$ per derivative; errors of this order are therefore expected from stress and velocity. The exact value varies with depth, because the differenced fields no longer cancel the interference terms exactly. The energy sum itself deviated from one by at most $3.6\times10^{-15}$ in the 90-angle scan.

\subsection{Reciprocity and angular averages}

Heat transfer needs transmission in both directions. Take a solution $a$ at $p$, incident from medium 1 in mode $i$, and a solution $b$ at $-p$, incident from medium 2 in mode $j$. Form
\begin{equation}
B=\boldsymbol\tau_a\cdot\mathbf d_b-\boldsymbol\tau_b\cdot\mathbf d_a ,
\end{equation}
which is continuous at the weld. Inserting the polarizations, with $p$ reversed in $b$, makes P--SV terms cancel. Equal types give
\begin{align}
B&=c^2(2\mu p^2+g)(s_b-s_a)q\nonumber\\
&=-\rho c^2q(s_a-s_b).
\end{align}
Only oppositely directed waves contribute. In medium 1 these are the incident wave of $a$ and the transmitted mode $i$ of $b$; in medium 2 they are the transmitted mode $j$ of $a$ and the incident wave of $b$. With $N=\rho c^2q$, continuity gives
\begin{equation}
N_it_{j\to i}=N_jt_{i\to j}.
\end{equation}
Therefore $N_j|t_{i\to j}|^2/N_i=N_i|t_{j\to i}|^2/N_j$: the transmitted shares are equal. Reflection in $x$ turns $-p$ into $p$ without changing them.

For an isotropic population of incident waves, solid angle supplies $\sin\theta\,d\theta$ and normal velocity supplies $\cos\theta$. The mean total transmission of mode $i$ is
\begin{equation}
\langle T_i\rangle=\int_0^1T_i\,d(\sin^2\theta)=c_i^2\int_0^{1/c_i^2}T_i\,d(p^2).
\end{equation}
Summing over modes and using reciprocity, $\sum_i\langle T_i\rangle/c_i^2$ must agree on both sides. For P and SV from Al the means are 0.606 and 0.274; from Si they are 0.977 and 0.892. Both weighted sums are $4.33\times10^{-8}\,\mathrm{s^2/m^2}$, with a relative difference of $7\times10^{-6}$ for 1500 midpoints per average. These digits belong to the Hill average of silicon: Voigt and Reuss moduli move the SV mean from Al to 0.265 and 0.283, and the weighted sum to $4.24$ and $4.42\times10^{-8}\,\mathrm{s^2/m^2}$. The small SV mean from Al reflects total reflection above $35.4^\circ$: even perfect transmission below that angle would give only $(3100/5353.9)^2=0.335$.

\subsection{Limits for a real aluminium--silicon contact}

A frequency of 0.2 THz is within reach of picosecond acoustics, though mostly with longitudinal pulses at normal incidence; the oblique SV wave here is an idealized example. At $25^\circ$ and fixed $p$, treating silicon as cubic, with a (001) surface and incidence in the plane containing [100], raises transmission from 0.745 to 0.864, or by 16\%. At this angle it is the largest of the corrections computed here. Its size depends on the azimuth: on the same surface, incidence in the plane containing [110] gives 0.824. The isotropic value itself moves between 0.736 and 0.753 when the Hill average is replaced by the Voigt or Reuss one. At $34^\circ$ the choice matters even more: isotropic silicon transmits 0.608, cubic silicon in the same orientation nothing. A 1 nm oxide with rough constants $2200\,\mathrm{kg/m^3}$, 5900 and 3700 m/s lowers the isotropic value from 0.745 to 0.732. For absorption with quality factor 100 in both solids, the lossless weight $\rho|c|^2\operatorname{Re}(q)$ gives share changes up to 0.005 at this angle. That weight omits a flux which complex moduli give to an evanescent wave; with it, the flux of each wave taken alone changes by up to 0.017 of the incident flux. At the critical angle of transmitted SV, and again near $40^\circ$, the share changes with the lossless weight are much larger, about 0.3. Near $41^\circ$ the flux of the transmitted SV wave taken alone changes by 1.1 of the incident flux; there interference between the waves carries flux, and the separate fluxes are no longer shares. For 0.3 nm roughness the squared reflected-wave phase $(2k\cos\theta\,\sigma)^2$ is 0.049, which suggests a few per cent loss from the specular reflection. The strain scale is $4\times10^{-4}$, and a simple chain with 0.23 nm spacing lowers the phase speed by 0.04\%.

These estimates do not carry over to room-temperature heat. There $k_BT/h=6.25$ THz, above the 4.29 THz cutoff of that chain for SV waves in Al, so a continuum without dispersion is not justified. At 0.2 THz the corresponding temperature $hf/k_B$ is 9.6 K. A thermal conductance would also need shear-horizontal waves, the phonon populations, electron transport in the metal and inelastic scattering. The averages above are therefore acoustic transmissions, not a prediction of the contact's thermal resistance.

\section*{Table of computed values}
\begin{verbatim}
Al density, cL, cT: 2700 kg/m3, 6400, 3100 m/s
Si density, cL, cT: 2330 kg/m3, 8959.9, 5353.9 m/s
Si cubic C11, C12, C44: 166 64 80 GPa
Si Hill shear modulus: 66.79 GPa
Critical angle, transmitted P: 20.24 deg
Critical angle, reflected P: 28.97 deg
Critical angle, transmitted SV: 35.38 deg
Frequency: 0.20 THz; amplitude 1.0 pm
SV wavelength in Al: 15.50 nm
Horizontal slowness at 25 deg: 136.328 us/m
Vertical slowness Al P: 76.345+0.000i us/m
Vertical slowness Al SV: 292.357+0.000i us/m
Vertical slowness Si P: 0.000+78.287i us/m
Vertical slowness Si SV: 127.676+0.000i us/m
Traction scale Z0: 1.0e+07 kg/(m2 s)
Matrix columns: rP, rSV, tP, tSV; last entry: right side (no unit)
ux: 0.87250+0.00000i -0.90631+0.00000i -1.22148+0.00000i -0.68356+0.00000i | -0.90631-0.00000i
uz: -0.48861+0.00000i -0.42262+0.00000i -0.00000-0.70144i 0.72989-0.00000i | 0.42262-0.00000i
txz: -0.34567+0.00000i 0.53801+0.00000i -0.00000-1.27734i 0.08168-0.00000i | -0.53801-0.00000i
tzz: 1.11074+0.00000i 0.64118+0.00000i 0.13670-0.00000i 1.24478-0.00000i | 0.64118-0.00000i
rP at 25 deg: -0.26722-0.27815i, |a| = 0.38571
rSV at 25 deg: -0.12797+0.27083i, |a| = 0.29954
tP at 25 deg: 0.19974-0.49061i, |a| = 0.52971
tSV at 25 deg: 0.79752+0.16257i, |a| = 0.81392
Equation residual: 3.9e-16
Evanescent P amplitude decay length: 10.16 nm
Incident normal flux at 25 deg: 598.95 W/cm2
Transmitted normal flux: 446.03 W/cm2
Flux shares in order rP, rSV, tP, tSV, sum (no unit)
10 deg: 0.00904 0.01679 0.03492 0.93924 1.00000
25 deg: 0.16559 0.08973 0.00000 0.74468 1.00000
32 deg: 0.00000 0.24091 0.00000 0.75909 1.00000
50 deg: 0.00000 1.00000 0.00000 0.00000 1.00000
False tP share using |q| at 25 deg: 0.54166
Wrong tP root at 32 deg, shares and sum: 0.00000 0.13211 0.00000 0.86789 1.00000
Largest error of energy sum in angle scan: 3.6e-15
Largest share difference from eigenproblem: 2.0e-14
Largest flux difference from real fields: 3.4e-09
Largest matrix condition number in scan: 45.8
Mean transmission Al to Si, P and SV: 0.6057, 0.2740
Mean transmission Si to Al, P and SV: 0.9769, 0.8922
Relative balance error of means: 7.0e-06
Transmission at 25 deg, ideal weld: 0.74468
Oxide density, cL, cT: 2200 kg/m3, 5900, 3700 m/s
Transmission with 1 nm oxide: 0.73230
Transmission into cubic Si (100), [100] plane: 0.86423
Largest share change at quality factor 100: 0.00544
Roughness 0.3 nm: squared phase 0.0486 rad2
Chain spacing 0.23 nm: phase speed drop 0.0362 percent
Incident strain scale k times amplitude: 4.05e-04
Temperature h f/k_B at 0.2 THz: 9.60 K
k_B T/h at 300 K: 6.25 THz; Al SV chain cutoff 4.29 THz
\end{verbatim}
